# Vibrational Raman Scattering from Polarizability Derivatives: Conditions, Frequency and Errors, part 2

A vibrational Raman intensity can be computed by summing over all vibronic levels or by differentiating a clamped-nuclei polarizability along a normal coordinate \(Q\) (mass \(M\), vibrational quantum \(\omega_v\), \(q_0=(2M\omega_v)^{-1/2}\)). When is the second way allowed, at which frequency, and what does it drop? Atomic (Gaussian) units are used; \(\omega_{ab}=E_a-E_b\); primes on functions of \(Q\) mean \(\partial\equiv\partial/\partial Q\).

Photon \(L\) is absorbed and \(S\) emitted, with polarizations \(\mathbf e_L,\mathbf e_S\), \(\omega_S=\omega_L-\omega_{fi}\) and \(g_k^2=2\pi\omega_k/\mathcal V\) in volume \(\mathcal V\). The amplitude is \(T=-g_Lg_S\sum_{\rho\sigma}e^*_{S\rho}\alpha^{fi}_{\rho\sigma}e_{L\sigma}\), with the Kramers-Heisenberg-Dirac (KHD) tensor
\[\alpha^{fi}_{\rho\sigma}=\sum_r\left[\frac{\mu^\rho_{fr}\mu^\sigma_{ri}}{\omega_{ri}-\omega_L}+\frac{\mu^\sigma_{fr}\mu^\rho_{ri}}{\omega_{ri}+\omega_S}\right].\tag{1}\]
Minimal coupling gives the same \(T\) on the energy shell. The cross section is
\[\frac{d\sigma}{d\Omega}=2\pi\,\frac{(2\pi)^2\omega_L\omega_S}{\mathcal V^2}\,|\mathbf e_S^*\!\cdot\alpha\cdot\mathbf e_L|^2\,\frac{\mathcal V\omega_S^2}{(2\pi c)^3}\frac{\mathcal V}{c}=\frac{\omega_L\omega_S^3}{c^4}|\mathbf e_S^*\!\cdot\alpha\cdot\mathbf e_L|^2.\tag{2}\]
With \(\bar\omega=(\omega_L+\omega_S)/2\) and \(E_m=(E_i+E_f)/2\), \(\alpha^{fi}_{\rho\sigma}=\langle f|O_{\rho\sigma}|i\rangle\),
\[O_{\rho\sigma}=\mu_\rho(H-E_m-\bar\omega)^{-1}\mu_\sigma+\mu_\sigma(H-E_m+\bar\omega)^{-1}\mu_\rho .\tag{3}\]
\(O^c\) is its clamped-nuclei form.

Conditions:
- A: no magnetic field, even electron number, antiunitary time reversal \(\Theta\) (\(\Theta^2=1\)) commuting with \(H\).
- B: frozen orientation, rotational energies dropped from denominators.
- C: Born-Oppenheimer (BO) states.
- D: \(i,f\) in one nondegenerate electronic state \(g\).
- E: \(\Delta_e(Q)-\bar\omega\gg\omega_v,\Gamma\) (level widths) wherever \(\chi_i\chi_f\) is appreciable.
- F: \(\bar\omega\gg\omega_v\).
- G: harmonic potential, linear \(\alpha\).

Here \(\chi\) are vibrational functions, \(\varepsilon_e(Q)\) electronic energies, \(\Delta_e=\varepsilon_e-\varepsilon_g\), \(N_e=\mu^\rho_{ge}\mu^\sigma_{eg}\). Then
\[\alpha_{\rho\sigma}(Q;\bar\omega)=\sum_{e\ne g}\frac{2\Delta_e\,\mathrm{Re}N_e+2i\bar\omega\,\mathrm{Im}N_e}{\Delta_e^2-\bar\omega^2}.\tag{4}\]
\[\alpha^{fi}_{\rho\sigma}\simeq\langle\chi_f|\alpha_{\rho\sigma}(Q;\bar\omega)|\chi_i\rangle,\qquad \alpha_{\rho\sigma}=\alpha_{\sigma\rho}=\alpha^*_{\rho\sigma}.\tag{5}\]
\[\alpha^{10}_{\rho\sigma}\simeq\Big(\frac{\partial\alpha_{\rho\sigma}}{\partial Q}\Big)_0q_0,\tag{6}\]
The dropped \(e=g\) term, symmetric part, is
\[\alpha^{(g)}_{\rho\sigma}\simeq-\frac{\langle\mu'^\rho_{gg}\,\mu'^\sigma_{gg}\rangle}{M\bar\omega^2}.\tag{8}\]
The antisymmetric part \(\mathcal A=\tfrac12(\alpha_{\rho\sigma}-\alpha_{\sigma\rho})\) is, from the BO sum and in full,
\[\mathcal A_{\rm BO}=-2\omega_v\bar\omega q_0\sum_e\frac{w_e\Delta_e}{(\Delta_e^2-\bar\omega^2)^2}\sim M^{-3/4},\tag{9}\]
\[\mathcal A=-\omega_vq_0\big\{\tfrac12(W^+-W^-)+\langle g|(O^c_{\rho\sigma}-O^c_{\sigma\rho})R_0|g'\rangle\big\}.\tag{10}\]
Here \(w_e=\mu^\rho_{ge}\mu'^\sigma_{ge}-\mu'^\rho_{ge}\mu^\sigma_{ge}\), \(W^\pm=\langle a^\pm_\rho|\partial a^\pm_\sigma\rangle-\langle\partial a^\pm_\rho|a^\pm_\sigma\rangle\), \(|a^\pm_\sigma\rangle=(H_{el}-\varepsilon_g\mp\bar\omega)^{-1}\mu_\sigma|g\rangle\), \(R_0=\sum_{e\ne g}|e\rangle\langle e|/\Delta_e\), with \(H_{el}\) the electronic Hamiltonian.

Predicted relative orders: symmetric error of (5) \(M^{-1}\) at \(\bar\omega\), \(M^{-1/2}\) at \(\omega_L\); linearization and \(\mathcal A\), \(M^{-1/2}\).

**6. A model solved without separation**

The check uses four electronic states, \(H=p^2/2M+\tfrac12kQ^2+D+QL\), with \(k=0.5\), gaps 0.30, 0.42, 0.55 hartree, constant real matrices \(L,X,Y\) as printed, and \(\bar\omega=0.1\). The coupling \(QL\) softens the lowest surface, whose curvature at its minimum \(Q=0\) is 0.4311 instead of \(k\). At \(M=2000\) this gives \(\omega_v=\sqrt{0.4311/2000}=0.01468\) and \(q_0=0.13049\). The exact tensor has \(\alpha_{xy}=-0.37146\) and \(\alpha_{yx}=-0.38514\): real, not symmetric. Their mean, \(-0.3783\), compares with \(-0.37886\) from (5) and \(-0.38929\) from (6).

Errors are matrix norms relative to the norm of (5). From \(M=2000\) to 128000 the symmetric error falls from \(6.3\times10^{-3}\) to \(8.6\times10^{-5}\) at \(\bar\omega\), and from \(6.5\times10^{-2}\) to \(6.9\times10^{-3}\) at \(\omega_L\). The tested mass exponents between the two largest masses are \(-1.01\) and \(-0.52\), with \(-0.50\) for the linearization and \(-0.51\) for \(\mathcal A\). Formula (10) gives \(3.1377\times0.01468\times0.13049=0.0060\) at \(M=2000\), against the exact \((0.38514-0.37146)/2=0.0068\). This 14% excess over the formula shrinks to 5.3%, 2.3% and 1.05% at successive factors of four in mass, ratios of 2.6, 2.3 and 2.2 that approach the factor 2 of \(M^{-1/2}\). The coefficient of (9) is 4.19 against 3.14 for (10), so in this model the Born-Oppenheimer sum overestimates \(\mathcal A\) by a third in the heavy-mass limit, and by 41% at \(M=2000\); (9) matches that sum to 1.7% and (8) its own term to 0.06% at the largest mass.

**7. Removing conditions one at a time**

Without A, \(\mathrm{Im}N_e\ne0\) and (4) is Hermitian with an imaginary antisymmetric part linear in \(\bar\omega\) at small \(\bar\omega\). Since \(\Theta\) reverses the field \(B\) and conjugates \(N_e\), \(\alpha(-B)=\alpha(B)^*=\alpha(B)^T\). A time-odd term in the model gives \(\alpha_{xy}=2.976-0.268i\), \(\alpha_{yx}=2.976+0.268i\).

For an odd electron number, \(g\) is a Kramers doublet, D fails, and \(O^c\) is a \(2\times2\) block. A Hermitian block is \(c_0+\mathbf c\cdot\boldsymbol\sigma\), and \(\Theta\) reverses \(\boldsymbol\sigma\). The symmetric part is Hermitian and time-even, so it is \(c_0\) alone. The antisymmetric part times \(i\) is Hermitian and time-odd, so it is \(\mathbf c\cdot\boldsymbol\sigma\): traceless, and allowed at zeroth order in \(1/M\). It needs spin-orbit coupling: without it \(O^c\) does not act on the spin of an orbitally nondegenerate doublet, and \(\mathbf c=0\). With spin-orbit terms the model gives 2.90 for the symmetric \(xy\) element and norm 1.14 for the antisymmetric block.

For E and F take \(M=2000\) and errors relative to the exact norm. At \(\bar\omega=0.10\) the error of (5) is 1.7% and that of (6) is 6%. At \(\bar\omega=0.24\), toward the gap 0.30, E fails: the lowest gap \(\Delta_1(Q)\) falls to 0.24 near \(Q=-0.5\) bohr, a little under \(4q_0\) from the minimum, so (4) has a pole in the tail of \(\chi_0\chi_1\) and the numerical value of (5) depends on the quadrature grid. Formula (6) stays finite and is wrong by 17%; this contains the linearization error of G as well, so it does not measure the failure of E alone. For F, the error of (5) is 54% at \(\bar\omega=0.02\), comparable with \(\omega_v\). Most of it comes from one level, \(v=2\) of the ground state, whose denominator \(E_r-E_m-\bar\omega\) is only 0.002 hartree; with the whole contribution of that level removed, the error is 8% of the full exact norm, or 14% of the norm of what is left. Formula (5) contains no such vibrational resonance.

**8. Orientation average and the N\(_2\) stretch**

Under B, summing \(|\alpha|^2\) over final rotational states is closure in the angles, and an isotropic initial population gives the plain orientational average, for the whole vibrational band. For a linear molecule along \(\mathbf n\), \(\alpha'=\alpha'_\perp1+\gamma'\mathbf{nn}\) with \(\gamma'=\alpha'_\parallel-\alpha'_\perp\), \(a'=\alpha'_\perp+\gamma'/3\). Take light along \(X\) polarized along \(Z\), observed along \(Y\). Then \(\alpha'_{ZZ}=a'+\gamma'(n_Z^2-\tfrac13)\) and \(\alpha'_{XZ}=\gamma'n_Xn_Z\). With \(\langle n_Z^2\rangle=\tfrac13\), \(\langle n_Z^4\rangle=\tfrac15\), \(\langle n_X^2n_Z^2\rangle=\tfrac1{15}\),
\[\langle\alpha'^2_{ZZ}\rangle=a'^2+\big(\tfrac15-\tfrac19\big)\gamma'^2=a'^2+\tfrac4{45}\gamma'^2,\qquad\langle\alpha'^2_{XZ}\rangle=\tfrac3{45}\gamma'^2 .\]

For \(^{14}\)N\(_2\) in \(v=0\), restricted Hartree-Fock in aug-cc-pVDZ gives \(R_e=2.0377\) bohr and \(k=1.9833\), with reduced mass \(M=12763.0\). Time-dependent Hartree-Fock (TDHF) supplies (4) in mean-field approximation; its static value is tested against finite fields (14.4519 and 14.4522 along the axis at 2.04 bohr). Then
\[\omega_v=\sqrt{1.9833/12763.0}=0.012466\ (2736\ \mathrm{cm^{-1}}),\]
\[q_0=(2\times12763.0\times0.012466)^{-1/2}=0.05606\ \text{bohr}.\]
The measured fundamental is roughly 2300 cm\(^{-1}\), so the level of theory is stiff. At 532 nm, \(\omega_L=0.085645\), \(\omega_S=0.073180\), \(\bar\omega=0.079412\).

The lowest bright TDHF state lies at 0.5267 hartree at 2.04 bohr, so \(\omega_v/(\Delta-\bar\omega)=0.028\) and E holds. The ratio \(\omega_v/\bar\omega=0.157\) is not very small, but \(\mu_{gg}=0\) at every bond length by inversion symmetry, so the \(e=g\) terms vanish identically. With the axis frozen the stretch keeps axial and reflection symmetry, which makes the tensor diagonal, so \(\mathcal A=0\).

At \(\bar\omega\), \(\alpha'_\parallel=12.530\) and \(\alpha'_\perp=3.801\) bohr\(^2\); at \(\omega_L\), \(\alpha'_\parallel=12.607\), 0.6% higher, and the static value 12.077 is 3.6% lower. Hence \(a'=(12.530+2\times3.801)/3=6.710\), \(\gamma'=8.729\),
\[\langle\alpha'^2_{ZZ}\rangle=6.710^2+\tfrac4{45}\,8.729^2=51.80,\qquad\langle\alpha'^2_{XZ}\rangle=\tfrac3{45}\,8.729^2=5.080,\]
and the depolarization ratio is \(5.080/51.80=0.098\). From (2) and (6), with \(\omega_L\omega_S^3/c^4=9.518\times10^{-14}\) and both scattered polarizations,
\[\frac{d\sigma}{d\Omega}=9.518\times10^{-14}\,(51.80+5.08)\,(0.05606)^2=1.70\times10^{-14}\ \mathrm{bohr^2/sr},\]
which is \(4.8\times10^{-31}\ \mathrm{cm^2/sr}\). Condition G is checked by evaluating (5) on the anharmonic curve: 0.708 against \(\alpha'_\parallel q_0=0.7024\), and 0.214 against \(\alpha'_\perp q_0=0.2131\), changes of 0.8% and 0.4% relative to (6). For this band the derivative at \(\bar\omega\) is therefore adequate to about a percent in amplitude within the chosen electronic model, whose own error is larger. The basis is not converged: in aug-cc-pVTZ, \(R_e=2.016\) bohr, \(\alpha'_\parallel=12.54\), \(\alpha'_\perp=4.36\), the depolarization ratio is 0.079 and the cross section \(5.1\times10^{-31}\ \mathrm{cm^2/sr}\); adding a second diffuse set to aug-cc-pVDZ gives \(\alpha'_\perp=4.52\), 0.075 and \(5.2\times10^{-31}\ \mathrm{cm^2/sr}\), and lowers the first bright state to 0.49 hartree, which leaves E satisfied. The basis thus moves \(\alpha'_\perp\) by 15 to 19%, the depolarization ratio by about a fifth and the cross section by 7 to 9%. The effect of electron correlation is not measured here.

## Computed results

```
two-mode test: -T/(gL gS) = 1.44242+0.10903j, KHD = 1.44240+0.10904j a.u.
Thomson limit: sigma = 6.652459e-29 m^2
gauge test (Raman): rel. difference on shell 3.6e-13, wS off by 0.1: 0.370
model: k = 0.5 a.u., D = [0.0, 0.3, 0.42, 0.55] hartree, wb = 0.1 hartree
model L upper triangle by rows (a.u.): [0.0, 0.08, -0.06, 0.05, 0.15, 0.04, 0.0, -0.1, 0.03, 0.12]
model X upper triangle by rows (a.u.): [0.5, 1.0, 0.3, 0.6, -0.2, 0.4, 0.1, 0.2, -0.3, 0.4]
model Y upper triangle by rows (a.u.): [0.2, 0.4, 0.9, -0.5, 0.3, -0.2, 0.5, -0.4, 0.2, 0.1]
k_eff = 0.43110 a.u.; alpha' xx,xy,yx,yy = [-2.60147, -2.98328, -2.98328, -0.90347] a.u.
antisym coefficient A/(wv q0): full 3.1377, BO only 4.1876 a.u.
M=2000: wv = 0.01468 hartree, w_fi = 0.01467 hartree, q0 = 0.13049 bohr
  exact KHD xx,xy,yx,yy = [-0.30621, -0.37146, -0.38514, -0.12207] a.u.
  <1|alpha(Q)|0> xx,xy,yx,yy = [-0.31003, -0.37886, -0.37886, -0.12135] a.u.
  alpha' q0 xx,xy,yx,yy = [-0.33947, -0.38929, -0.38929, -0.1179] a.u.
  ground-state term xx,xy,yx,yy = [0.00302, 0.00167, 0.00105, -0.00074] a.u.
M=2000: rel err sym(wb) 6.28e-03, sym(wL) 6.47e-02, linear 5.25e-02, antisym/norm 1.08e-02
   antisym numeric/formula: full 1.1375, BO 1.2010; ground-term rel err 3.9e-02
M=8000: rel err sym(wb) 1.44e-03, sym(wL) 2.95e-02, linear 2.56e-02, antisym/norm 4.91e-03
   antisym numeric/formula: full 1.0528, BO 1.0798; ground-term rel err 9.3e-03
M=32000: rel err sym(wb) 3.47e-04, sym(wL) 1.41e-02, linear 1.26e-02, antisym/norm 2.36e-03
   antisym numeric/formula: full 1.0228, BO 1.0351; ground-term rel err 2.3e-03
M=128000: rel err sym(wb) 8.55e-05, sym(wL) 6.90e-03, linear 6.28e-03, antisym/norm 1.16e-03
   antisym numeric/formula: full 1.0105, BO 1.0165; ground-term rel err 5.8e-04
mass exponents sym(wb), sym(wL), linear, antisym: [-1.011, -0.516, -0.505, -0.512]
Im/norm of exact tensor in complex basis: time-even H 7e-15, with time-odd term 0.0528
clamped, time-odd term, Q=0.1: alpha_xy = 2.9761-0.2680j, alpha_yx = 2.9761+0.2680j a.u.
Kramers doublet: sym xy = 2.8999, norm of antisym xy block = 1.1433 a.u.
M=2000 error of alpha' q0: wb=0.10 0.0608, wb=0.24 0.1717
M=2000 error of <1|alpha|0>: wb=0.10 0.0166, wb=0.02 0.5351
N2 R=2.04 bohr static alpha_xx: finite field 9.3866, TDHF 9.3865 a.u.
N2 R=2.04 bohr static alpha_zz: finite field 14.4522, TDHF 14.4519 a.u.
N2: atomic mass 14.0031 u, M = 12763.0 m_e, Re = 2.0377 bohr, k = 1.9833 a.u.
wv = 0.012466 hartree = 2735.9 cm^-1, q0 = 0.05606 bohr
532 nm: wL = 0.085645, wS = 0.073180, wb = 0.079412 hartree
lowest bright state (R=2.04) 0.5267 hartree; wv/(D-wb) = 0.0279, wv/wb = 0.1570
alpha(Re;wb): par 14.6695, perp 9.4904 a.u.
dalpha/dR at w=0: par 12.0771, perp 3.7126 bohr^2
dalpha/dR at w=wL: par 12.6065, perp 3.8156 bohr^2
dalpha/dR at w=wb: par 12.5298, perp 3.8008 bohr^2
transition polarizability par: alpha' q0 = 0.70241, anharmonic = 0.70811 a.u.
transition polarizability perp: alpha' q0 = 0.21307, anharmonic = 0.21395 a.u.
anharmonic fundamental = 2713.7 cm^-1
a' = 6.7104, gamma' = 8.7290 bohr^2; <ZZ^2> = 51.8029, <XZ^2> = 5.0797 bohr^4
depolarization ratio = 0.0981
Raman activity = 28.668 A^4/u
wL wS^3/c^4 = 9.5177e-14 bohr^-4
dsigma/dOmega (90 deg, both pol.) = 1.7014e-14 bohr^2/sr = 4.7644e-31 cm^2/sr
```
